# Curvature of Peaks and Valleys under Isotropic Surface Recession: test program

```python
"""Curvature of a solid surface under uniform inward normal recession.

Result under test: kappa(s) = kappa0 / (1 - kappa0*s) at fixed surface normal,
where s is the removed depth and kappa > 0 means a locally convex solid.
Peaks therefore sharpen and valleys open until a cusp or a collision occurs.
The reference front is built from the definition: a point remains solid
if a ball of radius s centred on it fits inside the original solid.
All lengths are in nm, curvatures in 1/nm.
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq

amplitude = 5.0
wavelength = 100.0
etch_per_cycle = 0.5
q = 2 * np.pi / wavelength


def height(x):
    return amplitude * np.cos(q * x)


def initial_slope(x):
    return -amplitude * q * np.sin(q * x)


def initial_curvature(x):
    second = -amplitude * q**2 * np.cos(q * x)
    return -second / (1 + initial_slope(x)**2)**1.5


angle_grid = np.linspace(-np.pi / 2, np.pi / 2, 721)


def front(x, depth):
    """Height of the remaining solid, from the ball definition."""
    def clearance(angle):
        return height(x + depth * np.sin(angle)) - depth * np.cos(angle)
    best = int(np.argmin(clearance(angle_grid)))
    best = min(max(best, 1), len(angle_grid) - 2)
    found = minimize_scalar(
        clearance, bounds=(angle_grid[best - 1], angle_grid[best + 1]),
        method="bounded", options={"xatol": 1e-10})
    return float(found.fun)


def front_derivatives(x, depth, step=0.1):
    """Fourth-order central differences of the constructed front."""
    a, b, c, d, e = [front(x + j * step, depth) for j in (-2, -1, 0, 1, 2)]
    first = (a - 8 * b + 8 * d - e) / (12 * step)
    second = (-a + 16 * b - 30 * c + 16 * d - e) / (12 * step**2)
    return first, second


# Curvature and slope at peak, flanks, inflection point and valley
peak_curvature = initial_curvature(0.0)
initial_radius = 1 / peak_curvature
worst_curvature = 0.0
worst_slope = 0.0
measured_radii = {}
for depth in (10.0, 25.0, 40.0):
    for x0 in (0.0, 8.0, 17.0, 25.0, 36.0, 50.0):
        p0 = initial_slope(x0)
        x_new = x0 + depth * p0 / np.sqrt(1 + p0**2)
        first, second = front_derivatives(x_new, depth)
        measured = -second / (1 + first**2)**1.5
        k0 = initial_curvature(x0)
        predicted = k0 / (1 - k0 * depth)
        worst_curvature = max(worst_curvature,
                              abs(measured - predicted) / peak_curvature)
        worst_slope = max(worst_slope, abs(first - p0))
        if x0 in (0.0, 50.0):
            measured_radii[depth, x0] = 1 / abs(measured)
# The tolerance covers finite-difference error on the sharpest peak.
assert worst_curvature < 1e-3
assert worst_slope < 1e-4

# The peak is the place where the first local cusp must form
sample_x = np.linspace(-wavelength / 2, wavelength / 2, 20001)
cusp_depth = 1 / np.max(initial_curvature(sample_x))
assert abs(cusp_depth - initial_radius) < 1e-8

# Two successive removals equal one removal of the summed depth
second_removal = minimize_scalar(
    lambda a: front(7 + 15 * np.sin(a), 10.0) - 15 * np.cos(a),
    bounds=(-np.pi / 2, np.pi / 2), method="bounded",
    options={"xatol": 1e-9})
assert abs(second_removal.fun - front(7.0, 25.0)) < 1e-8

# Arc length between fixed normal directions, peak cap and valley floor
cap_angle = np.deg2rad(10.0)
nodes, weights = np.polynomial.legendre.leggauss(24)


def arc_length(depth, centre):
    sign = -1 if centre == 0 else 1
    inflection_slope = amplitude * q
    shift = depth * inflection_slope / np.sqrt(1 + inflection_slope**2)
    half_range = wavelength / 4 + sign * shift
    edge = brentq(
        lambda d: sign * front_derivatives(centre + d, depth)[0]
        - np.tan(cap_angle), 0.0, half_range)
    points = centre + edge * (nodes + 1) / 2
    slopes = np.array([front_derivatives(x, depth)[0] for x in points])
    return edge * np.sum(weights * np.sqrt(1 + slopes**2))


cap_before, cap_after = arc_length(0.0, 0.0), arc_length(25.0, 0.0)
floor_before, floor_after = arc_length(0.0, 50.0), arc_length(25.0, 50.0)
assert abs(cap_after - (cap_before - 25 * 2 * cap_angle)) < 1e-4
assert abs(floor_after - (floor_before + 25 * 2 * cap_angle)) < 1e-4

# Width of the convex region, from the measured change of curvature sign
inflection_x = brentq(lambda x: front_derivatives(x, 25.0)[1], 5.0, 30.0)
steepest = amplitude * q
predicted_x = wavelength / 4 - 25 * steepest / np.sqrt(1 + steepest**2)
assert abs(inflection_x - predicted_x) < 1e-4


# Peak-to-valley height and the onset of a corner
def peak_to_valley(depth):
    return front(0.0, depth) - front(wavelength / 2, depth)


def slope_beside_apex(depth, step=0.01):
    f0, f1, f2 = [front(j * step, depth) for j in (0, 1, 2)]
    return abs((-3 * f0 + 4 * f1 - f2) / (2 * step))


for depth in (10.0, 25.0, 50.0):
    assert abs(peak_to_valley(depth) - 2 * amplitude) < 1e-8
assert slope_beside_apex(45.0) < 1e-4
assert slope_beside_apex(55.0) > 0.05
late_depth = 75.0
late_slope = slope_beside_apex(late_depth)
apex_rate = (front(0.0, late_depth - 0.01)
             - front(0.0, late_depth + 0.01)) / 0.02
assert abs(apex_rate - np.sqrt(1 + late_slope**2)) < 1e-5
assert peak_to_valley(late_depth) < 2 * amplitude - 0.1

# Rotated saddle in three dimensions
saddle_k = np.array([-1 / 25, 1 / 50])
saddle_depth = 20.0
turn = np.deg2rad(30.0)
rotation = np.array([[np.cos(turn), -np.sin(turn)],
                     [np.sin(turn), np.cos(turn)]])
shape_matrix = rotation @ np.diag(saddle_k) @ rotation.T


def saddle_front(x, y, depth):
    def clearance(offset):
        inside = depth**2 - offset @ offset
        if inside < 0:
            return 1e6
        point = np.array([x, y]) + offset
        return -0.5 * point @ shape_matrix @ point - np.sqrt(inside)
    found = minimize(clearance, np.array([0.1, 0.1]), method="Nelder-Mead",
                     options={"xatol": 1e-7, "fatol": 1e-13,
                              "maxiter": 1000})
    return found.fun


def saddle_curvatures(depth, d=0.2):
    z = {(i, j): saddle_front(i * d, j * d, depth)
         for i in (-1, 0, 1) for j in (-1, 0, 1)}
    xx = (z[1, 0] - 2 * z[0, 0] + z[-1, 0]) / d**2
    yy = (z[0, 1] - 2 * z[0, 0] + z[0, -1]) / d**2
    xy = (z[1, 1] - z[1, -1] - z[-1, 1] + z[-1, -1]) / (4 * d**2)
    return np.linalg.eigvalsh(-np.array([[xx, xy], [xy, yy]]))


saddle_measured = saddle_curvatures(saddle_depth)
saddle_predicted = saddle_k / (1 - saddle_k * saddle_depth)
assert np.max(np.abs(saddle_measured - saddle_predicted)) < 1e-5
mean_rate = (np.mean(saddle_curvatures(saddle_depth + 0.5))
             - np.mean(saddle_curvatures(saddle_depth - 0.5)))
assert abs(mean_rate - np.sum(saddle_predicted**2) / 2) < 1e-5

# A peanut-shaped solid pinches before its sharpest convex point cusps
polar = np.linspace(0, 2 * np.pi, 20001)
radius = 100 * (1 + 0.6 * np.cos(2 * polar))
px, py = radius * np.cos(polar), radius * np.sin(polar)
dx, dy = np.gradient(px, polar), np.gradient(py, polar)
ddx, ddy = np.gradient(dx, polar), np.gradient(dy, polar)
peanut_k = (dx * ddy - dy * ddx) / (dx**2 + dy**2)**1.5
local_cusp = 1 / np.max(peanut_k[5:-5])


def boundary_distance(x, y):
    return np.min(np.hypot(px - x, py - y))


neck_depth = boundary_distance(0.0, 0.0)
trial_depth = 50.0
assert neck_depth < trial_depth < local_cusp
neck_line = np.linspace(-neck_depth, neck_depth, 201)
assert max(boundary_distance(0.0, y) for y in neck_line) < trial_depth
assert boundary_distance(80.0, 0.0) > trial_depth
assert boundary_distance(-80.0, 0.0) > trial_depth

# Mixed etching: markers move normally at V = isotropic + vertical*cos(theta)
marker_count = 128
label = np.arange(marker_count) * wavelength / marker_count
mode = np.fft.fftfreq(marker_count, 1 / marker_count)
keep = np.abs(mode) < marker_count / 3


def label_derivative(values):
    return np.fft.ifft(1j * q * mode * keep * np.fft.fft(values)).real


def interpolate(values, positions):
    coefficients = np.fft.fft(values)[keep] / marker_count
    waves = np.exp(1j * q * np.outer(positions, mode[keep]))
    return (waves @ coefficients).real


def redistribute(markers):
    """Same curve, with markers returned to equal horizontal spacing."""
    source = label.copy()
    for _ in range(8):
        source = label - interpolate(markers[0], source)
    return np.array([np.zeros(marker_count),
                     interpolate(markers[1], source)])


isotropic_depth = 25.0
vertical_depth = 25.0


def marker_velocity(markers):
    x_label = 1 + label_derivative(markers[0])
    z_label = label_derivative(markers[1])
    size = np.hypot(x_label, z_label)
    speed = isotropic_depth + vertical_depth * x_label / size
    return np.array([speed * z_label / size, -speed * x_label / size])


state = np.array([np.zeros(marker_count), height(label)])
steps = 200
dt = 1 / steps
for _ in range(steps):
    v1 = marker_velocity(state)
    v2 = marker_velocity(state + dt * v1 / 2)
    v3 = marker_velocity(state + dt * v2 / 2)
    v4 = marker_velocity(state + dt * v3)
    state = state + dt * (v1 + 2 * v2 + 2 * v3 + v4) / 6
    # Redistribution stops spacing errors from feeding back into the normals.
    state = redistribute(state)
shifted_front = np.array([front(x, isotropic_depth) - vertical_depth
                          for x in label + state[0]])
marker_error = np.max(np.abs(state[1] - shifted_front))
assert marker_error < 1e-5

print(f"Ripple amplitude A: {amplitude:.1f} nm")
print(f"Ripple wavelength: {wavelength:.1f} nm")
print(f"Etch per cycle: {etch_per_cycle:.2f} nm")
print(f"Initial peak curvature: {peak_curvature:.6f} 1/nm")
print(f"Initial peak and valley radius: {initial_radius:.3f} nm")
print("Radii predicted by the curvature law:")
for depth in (0.0, 10.0, 25.0, 40.0, 50.0):
    peak_r = 1 / peak_curvature - depth
    valley_r = 1 / peak_curvature + depth
    print(f"  depth {depth:.0f} nm, cycles {depth/etch_per_cycle:.0f}: "
          f"peak {peak_r:.3f} nm, valley {valley_r:.3f} nm")
print("Radii measured on the ball-constructed front:")
for depth in (10.0, 25.0, 40.0):
    print(f"  depth {depth:.0f} nm: peak {measured_radii[depth, 0.0]:.3f} nm, "
          f"valley {measured_radii[depth, 50.0]:.3f} nm")
print(f"Largest curvature error / initial peak curvature: {worst_curvature:.1e}")
print(f"Largest error of conserved slope: {worst_slope:.1e}")
print(f"Cusp depth: {cusp_depth:.3f} nm")
print(f"Cusp cycle number: {cusp_depth / etch_per_cycle:.1f}")
print(f"Convex width at depth 0: {wavelength / 2:.3f} nm")
print(f"Convex width at depth 25 nm: {2 * inflection_x:.3f} nm")
print(f"End-normal angle of cap: +/-{np.rad2deg(cap_angle):.1f} degrees")
print(f"Total turning angle of cap: {2 * cap_angle:.5f} rad")
print(f"Peak cap length, depth 0 and 25 nm: {cap_before:.3f}, {cap_after:.3f} nm")
print(f"Valley arc length, depth 0 and 25 nm: "
      f"{floor_before:.3f}, {floor_after:.3f} nm")
for depth in (0.0, 25.0, 50.0, 75.0):
    print(f"Peak-to-valley height at depth {depth:.0f} nm: "
          f"{peak_to_valley(depth):.4f} nm")
print(f"Slope beside cusp at depth 75 nm: {late_slope:.5f}")
print(f"Apex descent per unit removed depth at 75 nm: {apex_rate:.5f}")
print(f"Saddle removed depth: {saddle_depth:.1f} nm")
print(f"Saddle initial curvatures: {saddle_k[0]:.5f}, {saddle_k[1]:.5f} 1/nm")
print(f"Saddle final curvatures: {saddle_measured[0]:.5f}, "
      f"{saddle_measured[1]:.5f} 1/nm")
print(f"Saddle mean curvature, initial and final: {np.mean(saddle_k):.5f}, "
      f"{np.mean(saddle_measured):.5f} 1/nm")
print(f"Peanut neck pinch depth: {neck_depth:.2f} nm")
print(f"Peanut first local cusp depth: {local_cusp:.2f} nm")
print(f"Mixed etch isotropic depth: {isotropic_depth:.1f} nm")
print(f"Mixed etch vertical depth: {vertical_depth:.1f} nm")
print(f"Mixed etch largest front error: {marker_error:.1e} nm")
print("ALL CHECKS PASSED")
```

Output:

```
Ripple amplitude A: 5.0 nm
Ripple wavelength: 100.0 nm
Etch per cycle: 0.50 nm
Initial peak curvature: 0.019739 1/nm
Initial peak and valley radius: 50.661 nm
Radii predicted by the curvature law:
  depth 0 nm, cycles 0: peak 50.661 nm, valley 50.661 nm
  depth 10 nm, cycles 20: peak 40.661 nm, valley 60.661 nm
  depth 25 nm, cycles 50: peak 25.661 nm, valley 75.661 nm
  depth 40 nm, cycles 80: peak 10.661 nm, valley 90.661 nm
  depth 50 nm, cycles 100: peak 0.661 nm, valley 100.661 nm
Radii measured on the ball-constructed front:
  depth 10 nm: peak 40.661 nm, valley 60.661 nm
  depth 25 nm: peak 25.661 nm, valley 75.661 nm
  depth 40 nm: peak 10.661 nm, valley 90.661 nm
Largest curvature error / initial peak curvature: 1.3e-05
Largest error of conserved slope: 1.0e-08
Cusp depth: 50.661 nm
Cusp cycle number: 101.3
Convex width at depth 0: 50.000 nm
Convex width at depth 25 nm: 35.014 nm
End-normal angle of cap: +/-10.0 degrees
Total turning angle of cap: 0.34907 rad
Peak cap length, depth 0 and 25 nm: 19.071, 10.345 nm
Valley arc length, depth 0 and 25 nm: 19.071, 27.798 nm
Peak-to-valley height at depth 0 nm: 10.0000 nm
Peak-to-valley height at depth 25 nm: 10.0000 nm
Peak-to-valley height at depth 50 nm: 10.0000 nm
Peak-to-valley height at depth 75 nm: 9.2360 nm
Slope beside cusp at depth 75 nm: 0.30914
Apex descent per unit removed depth at 75 nm: 1.04669
Saddle removed depth: 20.0 nm
Saddle initial curvatures: -0.04000, 0.02000 1/nm
Saddle final curvatures: -0.02222, 0.03333 1/nm
Saddle mean curvature, initial and final: -0.01000, 0.00556 1/nm
Peanut neck pinch depth: 40.00 nm
Peanut first local cusp depth: 64.00 nm
Mixed etch isotropic depth: 25.0 nm
Mixed etch vertical depth: 25.0 nm
Mixed etch largest front error: 4.7e-11 nm
ALL CHECKS PASSED
```
